# What tension-field theory leaves open about wrinkles in a floating film: verification in Python

```python
"""
Result under test: tension-field theory fixes the mean stress, the wrinkled
region and (amplitude x wavenumber) of a thin sheet, but not the wavelength.
The wavelength follows from bending together with a cost of long waves:
    B k^4 int(phi^2) = K int(phi^2) + T int(phi'^2),   phi = k * amplitude.

System: long strip |y| < b on a liquid, wrinkles w = A(y) cos(k x).
  Y stretching stiffness (N/m)      B bending stiffness (J)
  K liquid foundation (N/m^3)       T tension along the crests (N/m)
  F total end force along x (N)     g(y) = g0 (1 - y^2/b^2) misfit strain
  e uniform mean strain along x, including the constant nu*T/Y
  N(y) mean stress resultant along x (N/m), tension positive
  a half-width of the wrinkled region in tension-field theory
The profile solver does not assume N = 0 anywhere.
"""
import numpy as np
import sympy as sp
from scipy import constants
from scipy.integrate import quad
from scipy.linalg import eigh, solve_banded
from scipy.optimize import brentq, minimize_scalar

# Round model inputs, SI units
thickness = 100e-9
young = 3.0e9
poisson = 0.35
T = 0.070
b = 0.020
g0 = 0.002
density = 1000.0
F = 2 * b * T
Y = young * thickness
B = young * thickness**3 / (12 * (1 - poisson**2))
K = density * constants.g
k0 = (K / B) ** 0.25
lam0 = 2 * np.pi / k0

# ---- In-plane displacements that accommodate a wrinkle of any k ----
xs, ys, ks = sp.symbols("x y k", positive=True)
amp = sp.Function("A")(ys)
w = amp * sp.cos(ks * xs)
u = ks * amp**2 * sp.sin(2 * ks * xs) / 8
v = -amp * sp.diff(amp, ys) * sp.cos(2 * ks * xs) / 8
strain_xx = sp.diff(u, xs) + sp.diff(w, xs) ** 2 / 2
shear = sp.diff(u, ys) + sp.diff(v, xs) + sp.diff(w, xs) * sp.diff(w, ys)
strain_yy = sp.diff(v, ys) + sp.diff(w, ys) ** 2 / 2
d1, d2 = sp.diff(amp, ys), sp.diff(amp, ys, 2)
expected_yy = d1**2 / 4 + (d1**2 - amp * d2) * sp.cos(2 * ks * xs) / 8


def is_zero(expression):
    return sp.simplify(sp.expand(sp.expand_trig(expression))) == 0


assert is_zero(strain_xx - ks**2 * amp**2 / 4)
assert is_zero(shear)
assert is_zero(strain_yy - expected_yy)

# ---- Buckling of a uniform strip on the liquid, by diagonalization ----
points = 600
length = 15.2 * lam0
step = length / (points + 1)
minus_d2 = (2 * np.eye(points) - np.eye(points, k=1)
            - np.eye(points, k=-1)) / step**2
loads, modes = eigh(B * minus_d2 @ minus_d2 + K * np.eye(points),
                    minus_d2, subset_by_index=[0, 0])
mode = modes[:, 0]
half_waves = 1 + int(np.sum(mode[1:] * mode[:-1] < 0))
lam_buckling = 2 * length / half_waves
residual_formula = 2 * np.sqrt(B * K)
assert abs(loads[0] / residual_formula - 1) < 5e-3
# the finite length admits only whole half-waves: about 3 percent spacing
assert abs(lam_buckling / lam0 - 1) < 0.03

# ---- Tension-field solution from force balance ----
alpha = brentq(lambda q: 2 * b * Y * g0 * (1/3 - q**2 + 2*q**3/3) - F, 0, 1)
a = alpha * b
e_tf = g0 * (1 - alpha**2)
stretch_tf = 2 * quad(
    lambda y: (Y * g0 * (y**2 - a**2) / b**2) ** 2 / (2 * Y), a, b)[0]
energy_tf = stretch_tf - F * e_tf
flat_center = F / (2 * b) - Y * g0 / 3
flat_zero = b * np.sqrt(1/3 - F / (2 * b * Y * g0))


# ---- Full profile at given k: Newton iteration from above ----
def profile(k, e, bend, found, tens, n):
    h = b / n
    y = (np.arange(n) + 0.5) * h
    misfit = g0 * (1 - (y / b) ** 2)
    c = (tens / k**2 + 2 * bend) / h**2
    lap = np.full(n, 2.0)
    lap[0] = lap[-1] = 1.0
    linear = bend * k**2 + found / k**2 + c * lap + Y * (e - misfit)
    phi = np.full(n, 2 * np.sqrt(g0 - e))
    band = np.full((3, n), -c)
    for _ in range(100):
        res = linear * phi + Y * phi**3 / 4
        res[1:] -= c * phi[:-1]
        res[:-1] -= c * phi[1:]
        band[1] = linear + 0.75 * Y * phi**2
        change = solve_banded((1, 1), band, res)
        phi = phi - change
        if np.max(np.abs(change)) < 1e-10 * np.max(np.abs(phi)):
            break
    else:
        raise RuntimeError("profile iteration did not converge")
    return y, phi, Y * (e - misfit + phi**2 / 4)


def state(k, bend=B, found=K, tens=T, n=1000):
    h = b / n

    def imbalance(e):
        return 2 * h * np.sum(profile(k, e, bend, found, tens, n)[2]) - F

    e = brentq(imbalance, 0.8 * e_tf, 1.2 * e_tf, xtol=1e-12)
    y, phi, stress = profile(k, e, bend, found, tens, n)
    phi2 = 2 * h * np.sum(phi**2)
    grad2 = 2 * np.sum(np.diff(phi) ** 2) / h
    wrinkle = 0.25 * ((bend * k**2 + found / k**2) * phi2
                      + (tens / k**2 + 2 * bend) * grad2)
    energy = 2 * h * np.sum(stress**2 / (2 * Y)) + wrinkle - F * e
    last = np.where(stress < 0)[0][-1]
    edge = y[last] - stress[last] * h / (stress[last + 1] - stress[last])
    tf = np.maximum(0, Y * g0 * (y**2 - a**2) / b**2)
    return dict(y=y, phi=phi, N=stress, phi2=phi2, grad2=grad2,
                energy=energy, edge=edge, dev=np.max(np.abs(stress - tf)))


def select(bend=B, found=K, tens=T, n=1000, low=-0.5, high=0.5):
    start = (K / bend) ** 0.25
    best = minimize_scalar(
        lambda s: state(start * np.exp(s), bend, found, tens, n)["energy"],
        bounds=(low, high), method="bounded", options={"xatol": 1e-6})
    return start * np.exp(best.x)


# ---- Selected wavelength, selection rule and mesh convergence ----
k_coarse = select()
k_best = select(n=2000)
best = state(k_best, n=2000)
coarse = state(k_coarse)
lam = 2 * np.pi / k_best
lam_shift = 2 * np.pi / k_coarse - lam
edge_shift = coarse["edge"] - best["edge"]
assert abs(lam_shift / lam) < 1e-3
assert abs(edge_shift / a) < 1e-3
tension_cost = T * best["grad2"] / best["phi2"]
rule_k = ((K + tension_cost) / B) ** 0.25
assert abs(rule_k / k_best - 1) < 3e-4
assert abs(lam / lam0 - 1) < 0.05

# Tension along the crests alone can be the partner of bending
k_dry = select(found=0.0, low=-1.5, high=0.5)
dry = state(k_dry, found=0.0)
rule_dry = (T * dry["grad2"] / dry["phi2"] / B) ** 0.25
assert abs(rule_dry / k_dry - 1) < 3e-4

# ---- Same stress and region for very different forced wavelengths ----
peak = Y * g0 * (1 - alpha**2)
forced = [(r, state(k_best / r, n=2000)) for r in (0.5, 1.0, 2.0)]
for ratio, s in forced:
    assert abs(s["edge"] / a - 1) < 0.02
    assert s["dev"] < 0.02 * peak
    assert abs(s["phi"][0] / (2 * np.sqrt(g0) * alpha) - 1) < 0.01
excess = [s["energy"] - energy_tf for _, s in forced]
assert excess[1] < excess[0] and excess[1] < excess[2]
assert flat_zero < 0.9 * best["edge"]
center_formula = -(B * k_best**2 + (K + T / a**2) / k_best**2)
assert abs(best["N"][0] / center_formula - 1) < 0.03

# ---- Bending stiffness changed at fixed stretching stiffness ----
series = []
for factor in (16.0, 1.0, 1 / 16):
    kk = select(bend=factor * B, n=2000)
    ss = state(kk, bend=factor * B, n=2000)
    series.append((factor, 2 * np.pi / kk, ss["edge"], ss["dev"]))
assert abs(series[2][1] / series[1][1] - 0.5) < 0.01
assert series[0][3] > series[1][3] > series[2][3]
assert abs(series[2][2] - a) < abs(series[0][2] - a)

# ---- Each cost alone selects no finite wavelength ----
no_bend = [state(m * k0, bend=0.0, n=2000)["energy"] - energy_tf
           for m in (1, 2, 4)]
assert no_bend[0] > no_bend[1] > no_bend[2] > 0
assert no_bend[2] < no_bend[0] / 8
only_bend = [state(m * k0, found=0.0, tens=0.0, n=2000)["energy"] - energy_tf
             for m in (0.25, 0.5, 1)]
assert only_bend[0] < only_bend[1] < only_bend[2]

# ---- Sizes of neglected effects, from the computed profile ----
h = best["y"][1] - best["y"][0]
A = best["phi"] / k_best
A1 = np.gradient(A, h)
A2 = np.gradient(A1, h)
leftover = (2 * h * Y / (4 * (1 - poisson**2))
            * np.sum(((A1**2 - A * A2) / 8) ** 2))
leftover_ratio = leftover / excess[1]
transverse_ratio = (2 * h * np.sum(A2**2)
                    / (k_best**4 * 2 * h * np.sum(A**2)))
slope = np.max(best["phi"])
side_ratio = abs(best["phi"][-1]) / slope
bend_strain = thickness / 2 * k_best * slope
lam_center = 2 * np.pi * (B / (K + T / a**2)) ** 0.25
layer = (T / (k_best**2 * 2 * Y * g0 * a / b**2)) ** (1 / 3)
assert leftover_ratio < 0.01 and transverse_ratio < 0.01
assert side_ratio < 1e-3 and slope**2 < 0.01

print(f"Thickness {thickness*1e9:.0f} nm, Young modulus {young/1e9:.1f} GPa")
print(f"Poisson ratio {poisson:.2f}, peak misfit strain {g0:.4f}")
print(f"Half-width b {b*1e3:.1f} mm, side tension T {T*1e3:.1f} mN/m")
print(f"End force F {F*1e3:.2f} mN, liquid density {density:.0f} kg/m^3")
print(f"Stretching stiffness Y {Y:.1f} N/m")
print(f"Bending stiffness B {B:.4e} J")
print(f"Foundation K {K:.1f} N/m^3")
print("-- Tension-field theory --")
print(f"a/b {alpha:.4f}, wrinkled half-width a {a*1e3:.3f} mm")
print(f"Flat strip: compressed half-width {flat_zero*1e3:.3f} mm")
print(f"Flat strip: stress at centre {flat_center*1e3:.2f} mN/m")
print(f"Largest tension, at side edge {peak*1e3:.2f} mN/m")
print(f"Amplitude x wavenumber at centre {2*np.sqrt(g0)*alpha:.5f}")
print(f"Stretching energy {stretch_tf*1e9:.2f} nJ/m")
print("-- Uniform strip on liquid --")
print(f"lambda0 formula {lam0*1e3:.4f} mm")
print(f"lambda from eigenmode {lam_buckling*1e3:.4f} mm")
print(f"2 sqrt(BK) {residual_formula*1e3:.5f} mN/m")
print(f"Buckling load from eigenvalue {loads[0]*1e3:.5f} mN/m")
print("-- Full profile, energy minimized over k --")
print(f"Selected wavelength {lam*1e3:.4f} mm = {lam*1e6:.1f} um")
print(f"Wavelength from selection rule {2*np.pi/rule_k*1e3:.4f} mm")
print(f"Crest-tension cost T int phi'^2/int phi^2 {tension_cost:.1f} N/m^3")
print(f"Centre amplitude {A[0]*1e6:.3f} um")
print(f"Centre stress {best['N'][0]*1e3:.4f} mN/m")
print(f"Centre stress formula {center_formula*1e3:.4f} mN/m")
print(f"Strongest compression {np.min(best['N'])*1e3:.4f} mN/m")
print(f"  at y = {best['y'][np.argmin(best['N'])]*1e3:.3f} mm")
print(f"Edge-layer width d {layer*1e3:.4f} mm")
print(f"Wavelength without liquid, same T {2*np.pi/k_dry*1e3:.4f} mm")
print(f"Mesh 1000 to 2000: wavelength shift {abs(lam_shift)*1e9:.2f} nm")
print(f"Mesh 1000 to 2000: edge shift {abs(edge_shift)*1e6:.3f} um")
print("-- Forced wavelength: half-width, stress error, extra energy --")
for (ratio, s), extra in zip(forced, excess):
    print(f"{ratio*lam*1e3:.4f} mm: {s['edge']*1e3:.3f} mm, "
          f"{s['dev']*1e3:.3f} mN/m, {extra*1e9:.4f} nJ/m")
print("-- B scaled, Y fixed: wavelength, half-width, stress error --")
for factor, wave, edge, dev in series:
    print(f"B x {factor:.4f}: {wave*1e3:.4f} mm, {edge*1e3:.3f} mm, "
          f"{dev*1e3:.3f} mN/m")
print("-- Extra energy with one cost removed --")
print("B=0, k/k0=1,2,4: "
      + ", ".join(f"{q*1e9:.4f}" for q in no_bend) + " nJ/m")
print("B only, k/k0=1/4,1/2,1: "
      + ", ".join(f"{q*1e9:.4f}" for q in only_bend) + " nJ/m")
print("-- Neglected effects and limits --")
print(f"Leftover membrane energy/extra energy {leftover_ratio:.2e}")
print(f"Transverse/main bending energy {transverse_ratio:.2e}")
print(f"Largest slope squared {slope**2:.2e}")
print(f"Side-edge/largest amplitude {side_ratio:.1e}")
print(f"Wavelength preferred locally at centre {lam_center*1e3:.4f} mm")
print(f"Largest bending strain {bend_strain:.2e}")
print(f"Largest film stress {peak/thickness/1e6:.2f} MPa")
print("no test failed")
```

Printed output:

```
Thickness 100 nm, Young modulus 3.0 GPa
Poisson ratio 0.35, peak misfit strain 0.0020
Half-width b 20.0 mm, side tension T 70.0 mN/m
End force F 2.80 mN, liquid density 1000 kg/m^3
Stretching stiffness Y 300.0 N/m
Bending stiffness B 2.8490e-13 J
Foundation K 9806.6 N/m^3
-- Tension-field theory --
a/b 0.6014, wrinkled half-width a 12.028 mm
Flat strip: compressed half-width 9.309 mm
Flat strip: stress at centre -130.00 mN/m
Largest tension, at side edge 383.00 mN/m
Amplitude x wavenumber at centre 0.05379
Stretching energy 1145.70 nJ/m
-- Uniform strip on liquid --
lambda0 formula 0.4613 mm
lambda from eigenmode 0.4674 mm
2 sqrt(BK) 0.10572 mN/m
Buckling load from eigenvalue 0.10576 mN/m
-- Full profile, energy minimized over k --
Selected wavelength 0.4450 mm = 445.0 um
Wavelength from selection rule 0.4450 mm
Crest-tension cost T int phi'^2/int phi^2 1511.9 N/m^3
Centre amplitude 3.808 um
Centre stress -0.1084 mN/m
Centre stress formula -0.1084 mN/m
Strongest compression -0.7249 mN/m
  at y = 11.705 mm
Edge-layer width d 0.2135 mm
Wavelength without liquid, same T 0.7524 mm
Mesh 1000 to 2000: wavelength shift 0.38 nm
Mesh 1000 to 2000: edge shift 0.083 um
-- Forced wavelength: half-width, stress error, extra energy --
0.2225 mm: 11.945 mm, 1.358 mN/m, 2.7975 nJ/m
0.4450 mm: 11.890 mm, 2.044 mN/m, 1.3227 nJ/m
0.8901 mm: 11.814 mm, 3.281 mN/m, 2.7830 nJ/m
-- B scaled, Y fixed: wavelength, half-width, stress error --
B x 16.0000: 0.8933 mm, 11.819 mm, 3.401 mN/m
B x 1.0000: 0.4450 mm, 11.890 mm, 2.044 mN/m
B x 0.0625: 0.2217 mm, 11.939 mm, 1.250 mN/m
-- Extra energy with one cost removed --
B=0, k/k0=1,2,4: 0.7136, 0.1806, 0.0453 nJ/m
B only, k/k0=1/4,1/2,1: 0.0379, 0.1529, 0.6125 nJ/m
-- Neglected effects and limits --
Leftover membrane energy/extra energy 1.32e-05
Transverse/main bending energy 1.00e-06
Largest slope squared 2.89e-03
Side-edge/largest amplitude 4.2e-74
Wavelength preferred locally at centre 0.4558 mm
Largest bending strain 3.79e-05
Largest film stress 3.83 MPa
no test failed
```
